# Why Kinetic Monte Carlo Reproduces the Continuous-Time Master Equation

**Q:** A growing surface has a master equation in continuous time. Your simulation uses one random number to pick an event and another to move the clock. What precisely do you claim about the two?

**A:** Let the surface have a finite number of configurations, and let $k_{ij}$ be the rate, in s$^{-1}$, of going from $j$ to $i$. If several distinct events lead from $j$ to the same $i$, their rates are added. I set $k_{ii}=0$, and the rates are constant while the surface stays in $j$. The total escape rate is $K_j=\sum_i k_{ij}$.

The algorithm holds $j$ for a random time $\tau$ with probability density $K_je^{-K_j\tau}$, then moves to $i$ with probability $k_{ij}/K_j$, the two draws being independent. If $K_j=0$, it holds $j$ for ever. My claim is that the probability $P_i(t)$ of finding this process in $i$ at time $t$ obeys

$$\frac{dP_i}{dt}=\sum_j k_{ij}P_j-K_iP_i ,$$

with no time-step error. The claim concerns probabilities, for ideal random numbers. One run is one sample, and an average over finitely many runs has a statistical error. Nor does the claim make the event list or the rates correct for a real surface.

**Q:** Why an exponential time? It looks like a choice made to get the answer you want.

**A:** It follows from what a constant rate means. Suppose event $e$ has probability $k_e\,dt$ of occurring in the next $dt$, however long we have waited. The probability $S_e$ that it has not yet occurred satisfies

$$S_e(t+dt)=S_e(t)(1-k_e\,dt)\quad\Rightarrow\quad \frac{dS_e}{dt}=-k_eS_e .$$

With $S_e(0)=1$ this gives $S_e=e^{-k_et}$, and the density of the event time is $-dS_e/dt=k_ee^{-k_et}$.

Now let all events possible in the present configuration compete independently. For $e$ to come first, at time $\tau$, it must occur then and every other event $c$ must still be waiting:

$$k_ee^{-k_e\tau}\prod_{c\ne e}e^{-k_c\tau}=k_ee^{-K\tau}=\frac{k_e}{K}\;Ke^{-K\tau},\qquad K=\sum_c k_c .$$

The first factor is the selection probability, the second the waiting density. Because the joint density is a product, the winner and the time are independent. A fast event wins often, but when it wins it does not win any sooner than a slow event does when that one wins.

**Q:** That last remark sounds wrong. Surely a slow event can win only after a long wait?

**A:** A slow event usually needs a long time when left alone. Here we look at the cases in which it won, so it must have beaten the fast events, and those set the time scale. This was tested by drawing a separate clock for each event and sorting the results by winner and by whether the wait was above or below its median. The chi-square was 14.95. If the product law holds, a value above 37.37 has probability $10^{-4}$.

**Q:** And how do you make the two draws?

**A:** For the time, take $u$ uniform between 0 and 1 and set $\tau=-\ln u/K$. Then $\tau>a$ means $u<e^{-Ka}$, which has probability $e^{-Ka}$, as required. For the event, lay the rates end to end on a line of length $K$ and choose a uniform point on it. The point falls in the segment of event $e$ with probability $k_e/K$.

**Q:** Let me see the numbers for one configuration.

**A:** Take a ring of four adsorption sites, which has $2^4=16$ configurations. The parameters are round model values. At 800 K, $k_BT=0.06894$ eV. With a prefactor of $10^{13}$ s$^{-1}$, an isolated adatom hops in each direction at the rate

$$h=10^{13}\,e^{-1.9/0.06894}\ \mathrm{s^{-1}}=10.73\ \mathrm{s^{-1}},$$

and a desorption barrier of 2.1 eV gives $d=0.590$ s$^{-1}$. Each occupied neighbour of the adatom's site adds 0.1 eV to both barriers, which multiplies both rates by $q=0.2344$. Each empty site is filled from the vapour at $a=0.5$ s$^{-1}$.

With one adatom on the ring there are two hops, one desorption and three adsorptions:

$$K=2(10.728)+0.590+3(0.5)=23.55\ \mathrm{s^{-1}} .$$

The mean wait is $1/K=0.0425$ s. The next event is a hop with probability $21.456/23.546=0.911$, a desorption with probability 0.025 and an adsorption with probability 0.064.

**Q:** I accept one step. But at a fixed time $t$, different runs have made different numbers of steps. How do you get an equation in $t$ out of that?

**A:** By sorting the runs according to the number $n$ of events they have made. Let $P_i^{(n)}(t)$ be the probability that exactly $n$ events have occurred by time $t$ and that the configuration is $i$. For $n\ge1$, let $f_i^{(n)}(s)\,ds$ be the probability that the $n$th event occurs between $s$ and $s+ds$ and ends in $i$.

With no event, the initial configuration must have survived:

$$P_i^{(0)}(t)=P_i(0)\,e^{-K_it}.$$

With $n\ge1$ events, the system arrived in $i$ at some time $s$ and has stayed there since:

$$P_i^{(n)}(t)=\int_0^t e^{-K_i(t-s)}f_i^{(n)}(s)\,ds .$$

The next arrival in $i$, at time $t$, requires an arrival in some $j$ at an earlier $s$, a wait of exactly $t-s$, and the selection of $i$:

$$f_i^{(n+1)}(t)=\sum_j\frac{k_{ij}}{K_j}\int_0^t K_je^{-K_j(t-s)}f_j^{(n)}(s)\,ds .$$

The factor $K_j$ of the waiting density cancels the $K_j$ in the selection probability. What is left of the integral is $P_j^{(n)}(t)$, so

$$f_i^{(n+1)}(t)=\sum_j k_{ij}P_j^{(n)}(t).$$

For the first event the same cancellation gives $f_i^{(1)}(t)=\sum_j (k_{ij}/K_j)K_je^{-K_jt}P_j(0)=\sum_jk_{ij}P_j^{(0)}(t)$. Configurations with $K_j=0$ have no outgoing events and are left out of these sums.

**Q:** So the two rules need each other?

**A:** Yes. Selection alone knows ratios of rates, and the waiting time supplies the scale. Their product restores the actual rate $k_{ij}$.

**Q:** You still have integrals, not a differential equation.

**A:** Take the part of the exponential that depends on $t$ out of the integral,

$$P_i^{(n)}(t)=e^{-K_it}\int_0^t e^{K_is}f_i^{(n)}(s)\,ds ,$$

and use the product rule. The derivative of the prefactor gives $-K_iP_i^{(n)}$. The derivative of the integral is its integrand at $s=t$, and there the exponentials cancel. Thus, for $n\ge1$,

$$\frac{dP_i^{(n)}}{dt}=-K_iP_i^{(n)}+f_i^{(n)}(t)=-K_iP_i^{(n)}+\sum_jk_{ij}P_j^{(n-1)} .$$

For $n=0$ we have $dP_i^{(0)}/dt=-K_iP_i^{(0)}$. Each event moves probability from the group with $n-1$ events to the group with $n$. Summing over all $n$, and writing $m=n-1$ in the gain term,

$$\frac{d}{dt}\sum_{n=0}^{\infty}P_i^{(n)}=-K_i\sum_{n=0}^{\infty}P_i^{(n)}+\sum_jk_{ij}\sum_{m=0}^{\infty}P_j^{(m)} .$$

Since $P_i=\sum_nP_i^{(n)}$, this is the master equation.

**Q:** You differentiated an infinite sum term by term. And what if a run makes infinitely many events before $t$? It would belong to none of your groups.

**A:** Both points are settled by a bound on the number of events. Let $K_{\max}$ be the largest escape rate, taken as positive since otherwise nothing happens. Each wait can be written as $\tau=E/K_j$, where $E$ is an exponential variable of mean 1, and $E/K_j\ge E/K_{\max}$. Hence the $n$th event comes no earlier than it would if every wait had the rate $K_{\max}$. In that faster process the number of events by time $t$ has a Poisson distribution of mean $\mu=K_{\max}t$, so the number $N(t)$ in ours satisfies

$$\mathrm{Prob}(N\ge n)\le\sum_{r=0}^{\infty}e^{-\mu}\frac{\mu^{n+r}}{(n+r)!}\le\frac{\mu^n}{n!}\,e^{-\mu}\sum_{r=0}^{\infty}\frac{\mu^r}{r!}=\frac{\mu^n}{n!} .$$

The second inequality uses $(n+r)!\ge n!\,r!$. The right side tends to zero as $n$ grows, so infinitely many events in a finite time have probability zero.

For the sum, note that $P_i^{(n)}(t)\le\mathrm{Prob}(N\ge n)$. For all $t\le T$ the terms are therefore at most $(K_{\max}T)^n/n!$, whose sum converges. By the balance equation, the derivatives are bounded by $K_{\max}$ times such terms with $n$ and $n-1$. Both series converge uniformly up to $T$, which justifies differentiating term by term.

**Q:** Does it matter that the number of configurations is finite?

**A:** The bound needs a finite $K_{\max}$. Suppose instead that there is an endless chain of configurations $0,1,2,\dots$ with escape rates $K_m=c\,2^m$, each leading to the next. The mean time to run through all of them is $\sum_m 1/(c\,2^m)=2/c$, which is finite. Infinitely many events then fit into a finite time, the algorithm never gets past that time, and the sum over $n$ loses probability. A finite lattice with finite rates and a bounded number of atoms per site is safe.

**Q:** Could the master equation have another solution, with the algorithm following the wrong one?

**A:** No. Write it as $dP/dt=WP$ with $W_{ij}=k_{ij}-K_i\delta_{ij}$. Then

$$\frac{d}{dt}\left(e^{-Wt}P\right)=e^{-Wt}(-WP+WP)=0,$$

so $e^{-Wt}P(t)=P(0)$ and $P(t)=e^{Wt}P(0)$ is the one solution. Each column of $W$ sums to $\sum_ik_{ij}-K_j=0$, which keeps the total probability at 1.

The sum over events was also tested against this matrix exponential. The ring started with two adatoms on opposite sites and ran for 0.2 s. The waiting densities and selection probabilities were convolved numerically, event by event, for up to 40 events. This was done on two time grids and extrapolated to zero spacing. The resulting sum differed from $e^{Wt}P(0)$ by at most $8.4\times10^{-10}$ in any probability.

The starting configuration has $K=4h+2d+2a=45.09$ s$^{-1}$, the largest on the ring, so the Poisson bound has mean $45.09\times0.2=9.02$. The actual mean number of events was 2.78. The first event is a hop with probability $42.91/45.09=0.95$, and any hop makes the two adatoms neighbours. That pair has the escape rate $2q(h+d)+2a=6.31$ s$^{-1}$, so the process slows down at once. It does not stay at that rate: with probability $2qh/6.31=0.80$ the pair hops back to opposite sites, and such a cycle of two events lasts on average $1/6.31+1/45.09=0.18$ s, which is about 11 events per second.

**Q:** Now compare actual runs with the equation.

**A:** I started 100000 runs from the empty ring. The coverage, meaning the mean fraction of occupied sites, was:

| Time | Master equation | Runs |
|---|---|---|
| 0.4 s | 0.1661 | 0.1657 ± 0.0006 |
| 2.0 s | 0.5310 | 0.5302 ± 0.0009 |

The uncertainties are standard errors, and both differences are smaller than one of them. Coverage is a single average, so the test used all 16 probabilities. The chi-square values were 13.1 and 14.2, against a limit of 44.3 that a correct simulation exceeds with probability $10^{-4}$.

The probability of an empty ring at 0.4 s shows the sorting by events at work. The empty ring has $K=4a=2$ s$^{-1}$, so $P^{(0)}=e^{-0.8}=0.449$. The master equation gives 0.492. The difference, 0.043, belongs to runs that gained adatoms and lost them all again.

**Q:** The mean wait is $1/K$. Why not advance by that and save a random number?

**A:** Because the distribution in time would be wrong. On the empty ring the mean wait is 0.5 s. With the mean-time clock, every run is still empty at 0.4 s, so the probability of an empty ring is 1 instead of 0.492.

Some results do survive. For a given sequence of configurations, the mean of the total duration is $\sum 1/K$ with either clock, and the sequences themselves are selected in the same way. The mean time to reach a chosen configuration, where it is finite, is therefore unchanged. The spread is not: for a given sequence the random clock has the variance $\sum 1/K^2$, because independent variances add and an exponential time has variance $1/K^2$. The mean-time clock has none.

**Q:** Then use a small fixed step $\Delta t$ and let each event happen with probability $k\,\Delta t$.

**A:** That converges as $\Delta t\to0$, but at any finite step the time dependence has an error. Suppose at most one event is drawn per step, so that a step passes without an event with probability $1-K\,\Delta t$. The probability that the empty ring has had no event after 0.4 s, with $\Delta t=0.1$ s, is $(1-2\times0.1)^4=0.410$, not 0.449. A run that goes on to other configurations would need a much smaller step: $1-K\,\Delta t$ must not be negative, and with the largest escape rate on the ring, 45.09 s$^{-1}$, this requires $\Delta t$ below about 0.022 s. The exponential wait is the limit $(1-Kt/M)^M\to e^{-Kt}$ for $M\to\infty$ steps, taken before the simulation starts.

**Q:** So far you have matched probabilities at single times. Two processes can agree on those and still have different histories.

**A:** They can, so correlations need their own argument. Suppose we look at time $t_1$, find $j$, and know that it has already been held for a time $b$. The probability that it lasts a further $c$ is

$$\mathrm{Prob}(\tau>b+c\,|\,\tau>b)=\frac{e^{-K_j(b+c)}}{e^{-K_jb}}=e^{-K_jc}.$$

The elapsed time $b$ has dropped out, and the next configuration is selected independently of the wait. From $t_1$ on, the process behaves like a new run started in $j$. The result for single times, applied to that new run, gives

$$\mathrm{Prob}(i\text{ at }t_2,\;j\text{ at }t_1)=\left[e^{W(t_2-t_1)}\right]_{ij}P_j(t_1).$$

Further observation times add further factors of the same kind. These are the joint probabilities of the Markov process that the master equation describes.

For the numbers of adatoms $n_1$ at 0.4 s and $n_2$ at 2.0 s, this formula gives a mean product of 1.658. The runs gave $1.647\pm0.007$, which is 1.5 standard errors lower. Without correlation the mean product would be $(4\times0.1661)(4\times0.5310)=1.411$, far outside the error, so the comparison does probe the memory of the surface.

**Q:** In a long run, then, I can average the coverage over the configurations I visit?

**A:** Not with equal weights. Each visit must be weighted by how long it lasts, or by its mean wait $1/K$, which gives the same long-run average. Let $\pi$ be the stationary solution, $\sum_jk_{ij}\pi_j=K_i\pi_i$. If each visit counts once, the stationary weights $v$ must reproduce themselves under selection alone: $v_i=\sum_j(k_{ij}/K_j)v_j$. Try $v_j=CK_j\pi_j$, with $C$ a normalising constant:

$$\sum_j\frac{k_{ij}}{K_j}\,CK_j\pi_j=C\sum_jk_{ij}\pi_j=CK_i\pi_i=v_i .$$

So counting visits over-represents the configurations that are quickly left.

On the ring, $\pi$ can be written down. Give a configuration with $n$ adatoms and $b$ neighbouring pairs the weight $w=z^nq^{-b}$, where $z=a/d=0.848$. Filling a site with $m$ occupied neighbours multiplies $w$ by $zq^{-m}$. The reverse desorption has the rate $dq^m$, and $dq^m\times zq^{-m}=a$, so the two flows balance. For a hop from a site with $m$ occupied neighbours, the rate $hq^m$ cancels the factor $q^{-m}$ in $w$, and the same holds for the reverse hop. Every pair of opposite flows balances, hence $\pi\propto w$. In the table, $w$ is summed over equivalent configurations.

| Adatoms | Summed $w$ | $K$ (s$^{-1}$) |
|---|---|---|
| 0 | 1.00 | 2.00 |
| 1 | 3.39 | 23.5 |
| 2, neighbours | 12.3 | 6.31 |
| 2, opposite | 1.44 | 45.1 |
| 3 | 44.4 | 5.84 |
| 4 | 171 | 0.130 |

The full ring has no hops and no adsorption, which leaves $K=4dq^2=0.130$ s$^{-1}$ and a mean wait of nearly 8 s. It takes $171/234=0.73$ of the time. With the weights $wK$, which sum to about 505, it takes $22/505=0.04$ of the visits. The time-weighted coverage is 0.908, while counting visits gives 0.609. The first is the stationary coverage of the master equation.

**Q:** What if I ramp the temperature during growth?

**A:** Then the rates change while the system waits, and $-\ln u/K$ with the old $K$ is no longer right. The survival probability obeys $dS/d\tau=-K(t+\tau)S$, where $t$ is now the time at which the wait began, so

$$S(\tau)=\exp\left[-\int_0^{\tau}K(t+s)\,ds\right].$$

The wait is found by solving $\int_0^\tau K(t+s)\,ds=-\ln u$, and the event is selected with the rates at the moment $t+\tau$. For constant $K$ the integral is $K\tau$, and the earlier rule returns. If the integral stays below $-\ln u$ for ever, no further event takes place. This needs rates that fall to zero, for instance when every possible event is thermally activated and the temperature is taken towards 0 K fast enough. Cooling to any finite temperature leaves the rates positive, so the integral grows without limit and the next event does come, though possibly long after the end of the simulated time. It cannot happen on the ring while a site is empty, because adsorption there keeps its constant rate.

**Q:** And if an event is missing from my list?

**A:** Then the algorithm solves, just as faithfully, the master equation in which that rate is zero. Leave desorption off the ring and the coverage rises until the ring is full and stays there, since the full ring then has $K=0$. The derivation removes the time-step error. It cannot tell whether the list describes the surface. The numerical output below gives many of these values to more digits.

## Values computed for the example and the checks

```
temperature: 800 K; kT: 0.06894 eV
prefactor: 1.0e+13 1/s
hop barrier: 1.9 eV; desorption: 2.1 eV
extra barrier per occupied neighbour: 0.1 eV
rate factor per occupied neighbour: 0.2344
adsorption rate per empty site: 0.500 1/s
isolated adatom, hop rate per direction: 10.7282 1/s
isolated adatom, desorption rate: 0.5896 1/s
empty ring, total rate: 2.0000 1/s
empty ring, mean wait: 0.5000 s
one adatom, total rate: 23.5460 1/s
one adatom, mean wait: 0.04247 s
one adatom, median wait: 0.02944 s
one adatom, selection of either hop: 0.9113
one adatom, selection of desorption: 0.0250
one adatom, selection of any adsorption: 0.0637
competing clocks, chi-square: 14.95; limit 37.37
series test: start with two opposite adatoms, time 0.2 s
series minus matrix exponential, largest: 8.4e-10
three-event balance, relative difference: 2.4e-04
mean event count: 2.7831; Poisson bound 9.0184
trajectories from the empty ring: 100000
t = 0.4 s, coverage, master equation: 0.16611
t = 0.4 s, coverage, simulation: 0.16570 +/- 0.00060
t = 0.4 s, chi-square: 13.11; limit 44.26
t = 2.0 s, coverage, master equation: 0.53099
t = 2.0 s, coverage, simulation: 0.53024 +/- 0.00090
t = 2.0 s, chi-square: 14.18; limit 44.26
t = 0.4 s, probability of n adatoms:
  n, master equation, simulation, mean-time clock
  0  0.49224  0.49304  1.00000
  1  0.37042  0.36997  0.00000
  2  0.11896  0.11908  0.00000
  3  0.01740  0.01696  0.00000
  4  0.00097  0.00095  0.00000
mean-time clock, chi-square: 1.032e+05
two-time mean of n(t1)n(t2), master equation: 1.65811
two-time mean, simulation: 1.64732 +/- 0.00740
stationary coverage, time-weighted: 0.90802
stationary coverage, event-weighted: 0.60864
```
